# Electronegativity from attachment balanced by ion–ion recombination: a program that tests the result

```python
"""
Electronegativity of a uniform quasineutral plasma in which attachment is
balanced by positive-negative ion recombination.
Result under test: alpha = n_neg/n_e = (-1 + sqrt(1 + 4 B))/2,
                   B = k_att n_gas/(k_rec n_e).
Symbols: n_e, n_pos, n_neg  electron, positive-ion, negative-ion density (m^-3)
         k_att, k_rec       attachment, ion-ion recombination coefficient (m^3/s)
         nu_wall            loss of electron/positive-ion pairs per electron (1/s)
         nu_det             detachment frequency of a negative ion (1/s)
         nu_iz              ionization frequency per electron (1/s)
Reference values come from root searches on the raw rate balance and from
time integration of the three species equations.
"""
import numpy as np
from scipy.constants import k as k_boltzmann
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

pressure, gas_temperature = 2.0, 400.0
k_att, k_rec = 1e-16, 1e-13
n_e = 1e16
nu_wall, nu_det = 2e4, 500.0
n_gas = pressure / (k_boltzmann * gas_temperature)
nu_att = k_att * n_gas


def alpha_formula(B, delta=0.0):
    return (-(1 + delta) + np.sqrt((1 + delta)**2 + 4 * B)) / 2


def alpha_from_balance(density_e, attach=k_att, detach=0.0):
    """Search for n_neg at which production equals loss."""
    def net_rate(n_neg):
        n_pos = density_e + n_neg
        return (attach * n_gas * density_e - k_rec * n_pos * n_neg
                - detach * n_neg)
    root = brentq(net_rate, 0.0, 1e4 * density_e, xtol=1.0, maxiter=300)
    return root / density_e


def integrate_species(nu_iz, times):
    """Time evolution from a plasma without negative ions."""
    def rates(t, y):
        e, pos, neg = y
        recombination = k_rec * pos * neg
        return [(nu_iz - nu_att - nu_wall) * e,
                nu_iz * e - nu_wall * e - recombination,
                nu_att * e - recombination]
    sol = solve_ivp(rates, (0.0, times[-1]), [n_e, n_e, 0.0], t_eval=times,
                    method="DOP853", rtol=1e-10, atol=1e5)
    assert sol.success
    return sol.y


# Closed form, limits and sensitivity against the root search
table = []
for density in [1e14, 1e15, 1e16, 1e17, 1e18, 1e19]:
    ratio = nu_att / (k_rec * density)
    found = alpha_from_balance(density)
    assert abs(found / alpha_formula(ratio) - 1) < 1e-9
    step = 1e-3
    upper = alpha_from_balance(density, k_att * np.exp(step))
    lower = alpha_from_balance(density, k_att * np.exp(-step))
    slope = np.log(upper / lower) / (2 * step)
    assert abs(slope - (1 + found) / (1 + 2 * found)) < 1e-5
    if ratio > 10:
        remainder = found - (np.sqrt(ratio) - 0.5)
        assert 0 < remainder < 1 / (8 * np.sqrt(ratio))
    if ratio < 0.1:
        assert abs(found - (ratio - ratio**2)) < 2 * ratio**3
    table.append((density, ratio, found, slope))

B = nu_att / (k_rec * n_e)
alpha = alpha_formula(B)
n_neg, n_pos = alpha * n_e, (1 + alpha) * n_e
other_root = (-1 - np.sqrt(1 + 4 * B)) / 2
assert other_root < 0 and 1 + other_root < 0

# Steady state and transient against the species equations
relax_rate = k_rec * n_e * (1 + 2 * alpha)
times = np.array([0.0, 2e-5, 5e-5, 1e-4, 2e-4, 2e-3])
nu_iz_steady = nu_att + nu_wall
e_t, pos_t, neg_t = integrate_species(nu_iz_steady, times)
alpha_t = neg_t / e_t
decay = np.exp(-relax_rate * times)
alpha_t_formula = alpha * (1 - decay) / (1 + alpha / (1 + alpha) * decay)
assert np.max(np.abs(alpha_t - alpha_t_formula)) < 1e-6
assert abs(alpha_t[-1] / alpha - 1) < 1e-7
assert np.max(np.abs(pos_t - e_t - neg_t)) / n_e < 1e-7
# With n_pos supplied the electronegativity follows without a quadratic
assert abs(nu_att / (k_rec * pos_t[-1]) / alpha_t[-1] - 1) < 1e-7

# One percent too much ionization: the electron density has no steady value
e_drift = integrate_species(1.01 * nu_iz_steady, times)[0]
growth = e_drift[-1] / n_e
assert abs(np.log(growth) - 0.01 * nu_iz_steady * times[-1]) < 1e-6

# Detachment
delta = nu_det / (k_rec * n_e)
alpha_det = alpha_from_balance(n_e, detach=nu_det)
assert abs(alpha_det / alpha_formula(B, delta) - 1) < 1e-9
small = 1e-3 * nu_det
change_small = alpha_from_balance(n_e, detach=small) / alpha - 1
predicted_small = -(small / (k_rec * n_e)) / (1 + 2 * alpha)
assert abs(change_small / predicted_small - 1) < 1e-3

alpha_misused = alpha_formula(nu_att / (k_rec * n_pos))

print(f"gas pressure                          {pressure:.1f} Pa")
print(f"gas temperature                       {gas_temperature:.0f} K")
print(f"attachment coefficient                {k_att:.1e} m^3/s")
print(f"recombination coefficient             {k_rec:.1e} m^3/s")
print(f"electron density                      {n_e:.1e} m^-3")
print(f"gas density                           {n_gas:.4e} m^-3")
print(f"attachment frequency k_att n_gas      {nu_att:.4e} 1/s")
print(f"k_rec n_e                             {k_rec * n_e:.4e} 1/s")
print(f"B                                     {B:.3f} (no unit)")
print(f"sqrt(1+4B)                            {np.sqrt(1 + 4 * B):.4f} (no unit)")
print(f"alpha, closed form                    {alpha:.4f} (no unit)")
print(f"alpha, species equations at 2 ms      {alpha_t[-1]:.4f} (no unit)")
print(f"rejected root                         {other_root:.4f} (no unit)")
print(f"negative-ion density                  {n_neg:.3e} m^-3")
print(f"positive-ion density                  {n_pos:.3e} m^-3")
print(f"negative-ion density                  {n_neg * 1e-6:.3e} cm^-3")
print(f"positive-ion density                  {n_pos * 1e-6:.3e} cm^-3")
print(f"attachment rate                       {nu_att * n_e:.4e} m^-3 s^-1")
print(f"recombination rate                    {k_rec * n_pos * n_neg:.4e} m^-3 s^-1")
print(f"shortcut sqrt(B)                      {np.sqrt(B):.4f} (no unit)")
print(f"error of sqrt(B)                      {100 * (np.sqrt(B) / alpha - 1):.2f} %")
print(f"shortcut sqrt(B)-1/2                  {np.sqrt(B) - 0.5:.4f} (no unit)")
print(f"alpha if n_pos is misused as n_e      {alpha_misused:.4f} (no unit)")
print(f"wall-loss frequency                   {nu_wall:.1e} 1/s")
print(f"required ionization frequency         {nu_iz_steady:.4e} 1/s")
print(f"n_e growth in 2 ms, 1% excess ioniz.  {growth:.3f} (factor)")
print(f"relaxation rate                       {relax_rate:.4e} 1/s")
print(f"relaxation time                       {1e6 / relax_rate:.1f} us")
print(f"negative-ion lifetime                 {1e6 / (k_rec * n_pos):.1f} us")
for t, a in zip(times[1:-1], alpha_t[1:-1]):
    print(f"alpha from species eqs at {t * 1e6:5.0f} us    {a:.4f} (no unit)")
print(f"detachment frequency                  {nu_det:.0f} 1/s")
print(f"k_rec n_pos                           {k_rec * n_pos:.0f} 1/s")
print(f"delta                                 {delta:.3f} (no unit)")
print(f"alpha with detachment                 {alpha_det:.4f} (no unit)")
print(f"change by detachment                  {100 * (alpha_det / alpha - 1):.2f} %")
print(f"first-order estimate of change        {-100 * delta / (1 + 2 * alpha):.2f} %")
print("table: n_e (m^-3), B, alpha, dln(alpha)/dln(B)")
for density, ratio, found, slope in table:
    print(f"  {density:.0e}  {ratio:10.4f}  {found:9.4f}  {slope:.4f}")
print("all good")
```

It prints:

```
gas pressure                          2.0 Pa
gas temperature                       400 K
attachment coefficient                1.0e-16 m^3/s
recombination coefficient             1.0e-13 m^3/s
electron density                      1.0e+16 m^-3
gas density                           3.6215e+20 m^-3
attachment frequency k_att n_gas      3.6215e+04 1/s
k_rec n_e                             1.0000e+03 1/s
B                                     36.215 (no unit)
sqrt(1+4B)                            12.0772 (no unit)
alpha, closed form                    5.5386 (no unit)
alpha, species equations at 2 ms      5.5386 (no unit)
rejected root                         -6.5386 (no unit)
negative-ion density                  5.539e+16 m^-3
positive-ion density                  6.539e+16 m^-3
negative-ion density                  5.539e+10 cm^-3
positive-ion density                  6.539e+10 cm^-3
attachment rate                       3.6215e+20 m^-3 s^-1
recombination rate                    3.6215e+20 m^-3 s^-1
shortcut sqrt(B)                      6.0179 (no unit)
error of sqrt(B)                      8.65 %
shortcut sqrt(B)-1/2                  5.5179 (no unit)
alpha if n_pos is misused as n_e      1.9060 (no unit)
wall-loss frequency                   2.0e+04 1/s
required ionization frequency         5.6215e+04 1/s
n_e growth in 2 ms, 1% excess ioniz.  3.078 (factor)
relaxation rate                       1.2077e+04 1/s
relaxation time                       82.8 us
negative-ion lifetime                 152.9 us
alpha from species eqs at    20 us    0.7137 (no unit)
alpha from species eqs at    50 us    1.7160 (no unit)
alpha from species eqs at   100 us    3.0987 (no unit)
alpha from species eqs at   200 us    4.6891 (no unit)
detachment frequency                  500 1/s
k_rec n_pos                           6539 1/s
delta                                 0.500 (no unit)
alpha with detachment                 5.3144 (no unit)
change by detachment                  -4.05 %
first-order estimate of change        -4.14 %
table: n_e (m^-3), B, alpha, dln(alpha)/dln(B)
  1e+14   3621.4853    59.6809  0.5042
  1e+15    362.1485    18.5368  0.5131
  1e+16     36.2149     5.5386  0.5414
  1e+17      3.6215     1.4676  0.6271
  1e+18      0.3621     0.2824  0.8195
  1e+19      0.0362     0.0350  0.9673
all good
```
